# The Rosenbluth formula and the longitudinal polarization of the virtual photon

## 1. What symmetry and dimensions fix

An electron of four-momentum $k$ scatters elastically from a spin-1/2 hadron of mass $M$ and momentum $p$; the final momenta are $k'$ and $p'$. One photon is exchanged, carrying

$$q=k-k'=p'-p,\qquad Q^2=-q^2>0,\qquad \tau=\frac{Q^2}{4M^2}.$$

I use $\hbar=c=1$, metric $(+,-,-,-)$, $e^2=4\pi\alpha$, and spinors with $\bar uu=2\times$ mass. Energies are in GeV.

Let $P=p+p'$. Since $P\cdot q=p'^2-p^2=0$, the frame where $\mathbf P=0$ also has $q^0=0$. In this Breit frame the hadron momentum reverses, from $-\mathbf q/2$ to $+\mathbf q/2$, and $|\mathbf q|=Q$. Put $z$ along $\mathbf q$.

The hadron current is a $2\times2$ matrix in spin space, built from $1$, $\boldsymbol\sigma$ and $\mathbf q$.

- The charge density $J^0$ may contain $1$ or $\boldsymbol\sigma\cdot\mathbf q$. Parity removes the second.
- Current conservation, $q_\mu J^\mu=0$, gives $\mathbf q\cdot\mathbf J=0$ here. The transverse candidates are $\boldsymbol\sigma\times\mathbf q$ and the transverse part of $\boldsymbol\sigma$. Parity removes the latter, which is an axial vector.

With this spinor normalization $J^\mu$ has the dimension of energy, so

$$J^0=2M\,G_E,\qquad \mathbf J=iG_M\,\boldsymbol\sigma\times\mathbf q,$$

with dimensionless functions $G_E(Q^2)$ and $G_M(Q^2)$. Hermiticity of the current operator relates a matrix element to the one with $\mathbf q\to-\mathbf q$, which makes both functions real.

In an unpolarized cross section the two terms cannot interfere, because $\mathrm{Tr}\,\boldsymbol\sigma=0$. Their squares carry the factors $4M^2$ and $Q^2=4M^2\tau$. Hence

$$\frac{d\sigma}{d\Omega}\propto w_L\,G_E^2+w_T\,\tau\,G_M^2 .$$

What remains is the dimensionless ratio $w_L/w_T$, set by the electron, and the overall factor.

## 2. The electron as a source of polarized photons

Neglect the electron mass $m$; section 6 says when this is allowed. With $j^\mu=\bar u(k')\gamma^\mu u(k)$, the sum over final and average over initial spins is

$$L^{\mu\nu}=\tfrac12\mathrm{Tr}[\slashed k'\gamma^\mu\slashed k\gamma^\nu]
=2\left[k'^\mu k^\nu+k'^\nu k^\mu-g^{\mu\nu}k\cdot k'\right].$$

From $q^2=-2k\cdot k'$ we have $k\cdot k'=Q^2/2$. Let $K=k+k'$, so $k=(K+q)/2$ and $k'=(K-q)/2$. The cross terms cancel in the symmetric sum:

$$k'^\mu k^\nu+k'^\nu k^\mu=\tfrac12(K^\mu K^\nu-q^\mu q^\nu).$$

Using $-q^\mu q^\nu=Q^2q^\mu q^\nu/q^2$,

$$L^{\mu\nu}=K^\mu K^\nu-Q^2\left(g^{\mu\nu}-\frac{q^\mu q^\nu}{q^2}\right).$$

Also $K^2=2k\cdot k'=Q^2$ and $K\cdot q=k^2-k'^2=0$. In the Breit frame the second relation gives $K_z=0$. With $x$ in the scattering plane, $K=(K_0,K_x,0,0)$ and $K_0^2=K_x^2+Q^2$. Therefore

$$L^{00}=K_0^2-Q^2=K_x^2,\qquad L^{xx}=K_x^2+Q^2,\qquad L^{yy}=Q^2.$$

The components with an index $z$ vanish, while $L^{0x}=K_0K_x$ does not.

In this frame the exchange couples $j^0$ to $J^0$, $j^x$ to $J^x$ and $j^y$ to $J^y$. The diagonal elements of $L$ are thus the weights of the photon's polarization states: $L^{00}$ is longitudinal (also called scalar), the other two are transverse. Define

$$\varepsilon=\frac{L^{00}}{L^{xx}+L^{yy}}=\frac{K_x^2}{K_x^2+2Q^2}.$$

Because $L^{xx}-L^{yy}=K_x^2=L^{00}$, the same number is

$$\varepsilon=\frac{L^{xx}-L^{yy}}{L^{xx}+L^{yy}},$$

the degree of transverse linear polarization. So $\varepsilon$ is the longitudinal weight per unit of total transverse weight. It is not the fraction of photons that are longitudinal; by these weights that fraction would be $\varepsilon/(1+\varepsilon)$.

### Which longitudinal vector?

The time direction of the Breit frame is $e_L=P/\sqrt{P^2}$, with $e_L^2=1$ and $e_L\cdot q=0$. Let $E$ and $E'$ be the electron energies in the laboratory, where the hadron starts at rest, and let $\nu=E-E'$. The condition $(p+q)^2=M^2$ gives $2M\nu=Q^2$. Then

$$P=(2M+\nu,0,0,|\mathbf q|),\qquad |\mathbf q|^2=Q^2+\nu^2=\nu(2M+\nu),$$

so $P^2=(2M+\nu)^2-\nu(2M+\nu)=2M(2M+\nu)$. Dividing, and using $Q^2=2M\nu$,

$$e_L=\frac{1}{Q}(|\mathbf q|,0,0,\nu)\quad\text{in the laboratory}.$$

The ordinary component $j^z$ is a different measure. Conservation gives $\nu j^0=|\mathbf q|j^z$, hence

$$e_L\cdot j=\frac{|\mathbf q|j^0-\nu j^z}{Q}=\frac{j^z}{Q}\,\frac{|\mathbf q|^2-\nu^2}{\nu}=\frac{Q}{\nu}\,j^z .$$

A ratio built from $|j^z|^2$ would therefore be $\varepsilon\nu^2/Q^2$. This depends on the frame: it is $\varepsilon\tau$ in the laboratory and zero in the Breit frame. The definition with $e_L$ has no such ambiguity.

### $\varepsilon$ in terms of the scattering angle

For laboratory angle $\theta$, write $s=\sin(\theta/2)$ and $c=\cos(\theta/2)$. Then

$$Q^2=2k\cdot k'=2EE'(1-\cos\theta)=4EE's^2 .$$

Adding $P^2=2M^2+2p\cdot p'$ and $q^2=2M^2-2p\cdot p'$ gives

$$P^2=4M^2+Q^2=4M^2(1+\tau).$$

Since $P=2p+q$ and $K\cdot q=0$, $K\cdot P=2K\cdot p=2M(E+E')$. The Breit energy is $K_0=K\cdot P/\sqrt{P^2}$, so

$$K_x^2=K_0^2-Q^2=\frac{(E+E')^2}{1+\tau}-Q^2 .$$

Now $(E+E')^2=\nu^2+4EE'=\tau Q^2+Q^2/s^2$, where $\nu^2=Q^4/4M^2=\tau Q^2$. Thus

$$K_x^2=\frac{Q^2}{1+\tau}\left[\tau+\frac1{s^2}-1-\tau\right]=\frac{Q^2\cot^2(\theta/2)}{1+\tau}.$$

Dividing numerator and denominator of $\varepsilon$ by $K_x^2$,

$$\boxed{\;\varepsilon=\left[1+2(1+\tau)\tan^2\frac\theta2\right]^{-1}\;}$$

**Limits.** At fixed $Q^2$, $\varepsilon\to1$ as $\theta\to0$, which requires large $E$. At $\theta=180^\circ$, $K_x=0$ and $\varepsilon=0$. The electron then simply reverses its direction along $z$ in the Breit frame. A massless electron keeps its helicity at the vertex, so its spin projection on $z$ changes by one unit. The photon must carry that unit, and a longitudinal photon cannot.

## 3. Simple case: a spinless hadron

A spinless hadron has $J^\mu=F(Q^2)P^\mu$, with $F$ real. A term along $q^\mu$ is excluded by conservation. In the Breit frame only $J^0$ survives, so $H^{\mu\nu}=J^\mu J^{\nu*}$ has the single component $H^{00}=F^2P^2$:

$$L_{\mu\nu}H^{\mu\nu}=4M^2(1+\tau)K_x^2F^2=4M^2Q^2\cot^2\frac\theta2\,F^2 .$$

The photon propagator and two charges give $\langle|\mathcal M|^2\rangle=e^4L_{\mu\nu}H^{\mu\nu}/Q^4$.

### Phase space

The flux factor for a hadron at rest and a massless electron is $4ME$. Integrating over $\mathbf p'$ with the momentum delta function leaves

$$\frac{d\sigma}{d\Omega}=\frac{1}{4ME}\int\frac{E'^2dE'}{(2\pi)^2\,4E'E_h}\,\langle|\mathcal M|^2\rangle\,\delta(E'+E_h-E-M),$$

where $E_h=\sqrt{M^2+E^2+E'^2-2EE'\cos\theta}$. The derivative of the delta function's argument is

$$1+\frac{E'-E\cos\theta}{E_h}=\frac{M+E-E\cos\theta}{E_h}=\frac{ME}{E'E_h}.$$

The first equality uses energy conservation. The second uses $M(E-E')=Q^2/2=EE'(1-\cos\theta)$, that is, $ME=E'[M+E(1-\cos\theta)]$. Dividing by this derivative,

$$\frac{d\sigma}{d\Omega}=\frac{1}{4ME}\,\frac{E'}{16\pi^2E_h}\,\frac{E'E_h}{ME}\,\langle|\mathcal M|^2\rangle
=\frac{1}{64\pi^2M^2}\left(\frac{E'}{E}\right)^2\langle|\mathcal M|^2\rangle .$$

Insert $e^4=16\pi^2\alpha^2$ and the contraction:

$$\frac{d\sigma}{d\Omega}=\alpha^2\frac{E'^2}{E^2}\,\frac{\cot^2(\theta/2)}{Q^2}\,F^2=\sigma_M F^2,$$

$$\sigma_M=\frac{\alpha^2\cos^2(\theta/2)}{4E^2\sin^4(\theta/2)}\,\frac{E'}{E},$$

where the last step used $Q^2=4EE's^2$. Here the Mott cross section $\sigma_M$ includes the recoil factor $E'/E$. If it were defined without that factor, the factor would have to appear separately wherever $\sigma_M$ is used below.

**Limit.** For $M\to\infty$ at fixed $E$ and $\theta$, $E'\to E$ and $\sigma_M$ becomes the cross section of a fixed unit charge. At $180^\circ$ it vanishes: a spinless hadron absorbs only longitudinal photons in the Breit frame, and none are available.

## 4. Generalization to spin 1/2

The standard vertex is

$$\Gamma^\mu=F_1\gamma^\mu+\frac{i\sigma^{\mu\nu}q_\nu}{2M}F_2,\qquad \sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu].$$

To connect it with section 1, use $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$, which gives

$$\slashed p'\gamma^\mu+\gamma^\mu\slashed p=P^\mu+i\sigma^{\mu\nu}(p'-p)_\nu .$$

Between $\bar u(p')$ and $u(p)$ the left side is $2M\gamma^\mu$. This is the Gordon identity, $i\sigma^{\mu\nu}q_\nu=2M\gamma^\mu-P^\mu$, and therefore

$$\Gamma^\mu=(F_1+F_2)\gamma^\mu-\frac{F_2}{2M}P^\mu .$$

In the Breit frame both hadron energies are $E_B=M\sqrt{1+\tau}$, since $\mathbf p^2=Q^2/4=\tau M^2$. The spinors are

$$u(p)=\sqrt{E_B+M}\begin{pmatrix}\chi\\ \dfrac{\boldsymbol\sigma\cdot\mathbf p}{E_B+M}\chi\end{pmatrix}.$$

With $\mathbf p'=-\mathbf p=\mathbf q/2$, $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=-(E_B^2-M^2)$. Hence

$$\bar u'\gamma^0u=[(E_B+M)-(E_B-M)]\chi'^\dagger\chi=2M\chi'^\dagger\chi,$$
$$\bar u'u=[(E_B+M)+(E_B-M)]\chi'^\dagger\chi=2E_B\chi'^\dagger\chi .$$

Since $P^0=2E_B$,

$$J^0=\left[2M(F_1+F_2)-\frac{4E_B^2}{2M}F_2\right]\chi'^\dagger\chi=2M(F_1-\tau F_2)\chi'^\dagger\chi .$$

For the spatial part $\mathbf P=0$, and

$$\bar u'\gamma^iu=\chi'^\dagger[\sigma^i\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p'\,\sigma^i]\chi
=\tfrac12\chi'^\dagger[\boldsymbol\sigma\cdot\mathbf q,\sigma^i]\chi=i\chi'^\dagger(\boldsymbol\sigma\times\mathbf q)^i\chi .$$

This is the form found from symmetry, with

$$G_E=F_1-\tau F_2,\qquad G_M=F_1+F_2 .$$

Because $\boldsymbol\sigma\times\mathbf q=(Q\sigma_y,-Q\sigma_x,0)$, the sum over final and average over initial hadron spins gives

$$H^{00}=4M^2G_E^2,\qquad H^{xx}=H^{yy}=Q^2G_M^2,$$

and all other components vanish. In particular $H^{0x}=0$, so the nonzero $L^{0x}$ has no effect. The contraction is

$$L_{\mu\nu}H^{\mu\nu}=4M^2G_E^2L^{00}+Q^2G_M^2(L^{xx}+L^{yy})
=4M^2(L^{xx}+L^{yy})\left[\varepsilon G_E^2+\tau G_M^2\right].$$

By definition $L^{xx}+L^{yy}=K_x^2/\varepsilon$. Compare with the spinless contraction $4M^2(1+\tau)K_x^2F^2$. Flux and phase space are unchanged, so $F^2$ is replaced by the ratio of the two:

$$\boxed{\;\frac{d\sigma}{d\Omega}=\sigma_M\,\frac{\varepsilon G_E^2+\tau G_M^2}{\varepsilon(1+\tau)}\;}$$

The ratio $w_L/w_T$ left open in section 1 is $\varepsilon$. The $1/\varepsilon$ outside arises because $\sigma_M$ is proportional to the longitudinal weight, whereas the numerator is normalized to the transverse weight.

### Tests on limits

Substituting $1/\varepsilon$ gives the equivalent form

$$\frac{1}{\sigma_M}\frac{d\sigma}{d\Omega}=\frac{G_E^2+\tau G_M^2}{1+\tau}+2\tau G_M^2\tan^2\frac\theta2 .$$

- **Small $\tau$.** At fixed $\theta<180^\circ$ and finite form factors, the right side tends to $G_E^2$. The hadron's spin drops out, and the spinless result returns.
- **Structureless Dirac particle.** For $F_1=1$, $F_2=0$, both $G_E$ and $G_M$ equal 1, and the right side becomes $1+2\tau\tan^2(\theta/2)$. The second term is the extra scattering due to the target's spin.
- **Backward scattering.** As $\theta\to180^\circ$, $\sigma_M$ and $\varepsilon$ both vanish, but $\sigma_M/\varepsilon\to\alpha^2(1+\tau)E'/(2E^3)$. Hence

$$\left.\frac{d\sigma}{d\Omega}\right|_{180^\circ}=\frac{\alpha^2E'}{2E^3}\,\tau G_M^2 ,$$

which is purely magnetic, as the helicity argument requires.

## 5. A numerical case and the separation of $G_E$ from $G_M$

Take a model hadron with $M=1$ GeV and, at $Q^2=1\ \mathrm{GeV}^2$, $G_E=0.2$ and $G_M=0.6$. Then $\tau=0.25$ and $\nu=0.5$ GeV.

At $E=1$ GeV, $E'=0.5$ GeV and $\sin^2(\theta/2)=1/(4\times1\times0.5)=0.5$, so $\theta=90^\circ$. The photon weights, in GeV², are

$$L^{00}=\frac{1}{1.25}=0.8,\qquad L^{xx}=1.8,\qquad L^{yy}=1.0,$$

and $\varepsilon=0.8/2.8=0.2857$. The ratio to Mott is

$$\frac{0.28571\times0.04+0.25\times0.36}{0.28571\times1.25}=\frac{0.10143}{0.35714}=0.2840 .$$

With $\sigma_M=1.3313\times10^{-5}\ \mathrm{GeV}^{-2}$/sr, the cross section is $3.781\times10^{-6}\ \mathrm{GeV}^{-2}$/sr, or 1.472 nb/sr. The numerical check obtains the same value from explicit spinor amplitudes and the energy delta function, without using the Rosenbluth formula.

To separate the form factors, keep $Q^2$ fixed and vary $E$ and $\theta$ together. The reduced cross section

$$\sigma_R=\varepsilon(1+\tau)\,\frac{d\sigma/d\Omega}{\sigma_M}=\varepsilon G_E^2+\tau G_M^2$$

is a straight line in $\varepsilon$. The spinor calculation gives:

| $E$ (GeV) | $\theta$ | $\varepsilon$ | $\sigma_R$ |
|---|---|---|---|
| 1 | 90.00° | 0.28571 | 0.101429 |
| 2 | 33.56° | 0.81481 | 0.122593 |
| 4 | 15.36° | 0.95652 | 0.128261 |

From the outer two points,

$$G_E^2=\frac{0.128261-0.101429}{0.95652-0.28571}=0.0400,$$
$$\tau G_M^2=0.101429-0.0400\times0.28571=0.0900 .$$

These return $|G_E|=0.200$ and $|G_M|=0.600$; the signs are not determined, because only squares enter. The line then predicts 0.12259 at the middle point, in agreement with the direct value.

The longitudinal share of the cross section, $\varepsilon G_E^2/\sigma_R$, rises from 11% at 1 GeV to 30% at 4 GeV. Since $\varepsilon<1$ for $\theta>0$, it stays below $0.04/0.13=31\%$ at this $Q^2$. When $\tau G_M^2$ is much larger than $G_E^2$, the slope is a small part of the measured quantity, and a relative error in $\sigma_R$ that differs from point to point becomes a larger relative error in $G_E^2$; an error common to all points rescales slope and intercept alike and is not amplified.

At the lowest energy that reaches this $Q^2$, $E=0.809$ GeV, the electron is scattered straight back. Direct calculation gives 0.5445 nb/sr, in agreement with the backward limit.

## 6. Where the result stops applying

Restoring the electron mass at $E=1$ GeV, with the same angle and the same values of $G_E$ and $G_M$, changes the cross section by a relative $-3\times10^{-8}$; here $m^2/Q^2=2.6\times10^{-7}$. The massless treatment is therefore ample for this example. In general, with the mass kept, $k\cdot k'-m^2=Q^2/2$, so $L^{\mu\nu}$ has the same form in terms of $K$ and $q$, but $K^2=Q^2+4m^2$ and therefore $L^{00}=K_x^2+4m^2$. The massless treatment needs $E$ and $E'$ both large compared with $m$, and it needs the term $4m^2$ to be negligible. A small $Q^2$ alone does no harm: at small angles and small $\tau$, $K_x^2\approx4EE'$, and the relative correction is of order $m^2/E^2$ even for $Q^2<m^2$. Near $180^\circ$, where $K_x\to0$, the term $4m^2$ leaves an electric contribution $16m^2M^2G_E^2$ in the contraction, to be compared with the magnetic one, $2Q^4G_M^2$. For a muon beam $m$ is about 207 times larger, and the correction, which scales as $m^2$, becomes about $-10^{-3}$ in the example at $E=1$ GeV and $90^\circ$. Raising $E$ at fixed angle does not remove it, because recoil bounds the final energy: $ME=E'[M+E(1-\cos\theta)]$ gives $E'<M/(1-\cos\theta)$, which is $M$ at $90^\circ$. A final energy much larger than $M$ is reached only at small angles.

The other assumptions concern the dynamics. With two exchanged photons the amplitude is no longer one electron current times one hadron current, so the argument for a straight line in $\varepsilon$ is lost. Photon radiation must be corrected for before measured data are compared with this formula. If parity is violated, the transverse $\boldsymbol\sigma$ term discarded in section 1 can return; the term $\boldsymbol\sigma\cdot\mathbf q$ in $J^0$ requires a violation of time-reversal symmetry as well. For a hadron with polarization $\mathbf s$, the currents of section 4 give $H^{0x}\propto iG_EG_Ms_y$ and $H^{0y}\propto iG_EG_Ms_x$, both antisymmetric in their indices, so they drop out against the symmetric $L^{\mu\nu}$ of an unpolarized electron. An electron of definite helicity adds an antisymmetric part $\propto i\epsilon^{\mu\nu\alpha\beta}K_\alpha q_\beta$, which in the Breit frame has only $0y$ and $xy$ components. The product $G_EG_M$ then appears through $H^{0y}$, for hadron polarization along $x$.

## Table of computed values

```
hadron mass M = 1.0 GeV, Q2 = 1.0 GeV^2
GE = 0.20, GM = 0.60, F1 = 0.28, F2 = 0.32
tau = 0.250, energy transfer nu = 0.500 GeV
1/alpha = 137.0360, 1 GeV^-2 = 3.89379e+05 nb
largest relative error of formula, 5 cases = 3e-15
Breit-frame electron tensor at E = 1 GeV, in GeV^2:
  L00 = 0.8000, Lxx = 1.8000, Lyy = 1.0000, L0x = 1.2000
Breit-frame hadron tensor, in GeV^2:
  H00 = 0.1600, Hxx = 0.3600, Hyy = 0.3600
E = 1.0 GeV: E' = 0.5 GeV, theta = 90.000 deg, eps = 0.28571
  Mott with recoil = 1.33128e-05 GeV^-2/sr = 5.18374 nb/sr
  spinor result    = 3.78085e-06 GeV^-2/sr = 1.47218 nb/sr
  Rosenbluth       = 3.78085e-06 GeV^-2/sr
  ratio to Mott = 0.28400, reduced = 0.101429, longitudinal share = 0.1127
E = 2.0 GeV: E' = 1.5 GeV, theta = 33.557 deg, eps = 0.81481
  Mott with recoil = 3.29493e-04 GeV^-2/sr = 128.29768 nb/sr
  spinor result    = 3.96589e-05 GeV^-2/sr = 15.44238 nb/sr
  Rosenbluth       = 3.96589e-05 GeV^-2/sr
  ratio to Mott = 0.12036, reduced = 0.122593, longitudinal share = 0.2659
E = 4.0 GeV: E' = 3.5 GeV, theta = 15.359 deg, eps = 0.95652
  Mott with recoil = 2.24238e-03 GeV^-2/sr = 873.13700 nb/sr
  spinor result    = 2.40546e-04 GeV^-2/sr = 93.66379 nb/sr
  Rosenbluth       = 2.40546e-04 GeV^-2/sr
  ratio to Mott = 0.10727, reduced = 0.128261, longitudinal share = 0.2983
separation: slope = 0.04000, intercept = 0.09000
  recovered GE = 0.2000, |GM| = 0.6000
  predicted reduced value at E = 2 GeV = 0.122593
backward: E = 0.80902 GeV, E' = 0.30902 GeV, cross section = 0.54453 nb/sr
electron mass = 5.1100e-04 GeV, m^2/Q2 = 2.61e-07
relative change by electron mass at E = 1 GeV = -3.1e-08
```
